# Heating of a spin-orbit-torque channel by a nanosecond pulse: verification in Python

```python
"""Joule heating of a spin-orbit-torque channel by one current pulse.

Result under test: without heat loss, rise = J^2 * rho * t / C.
J: current density, rho: resistivity, t: pulse duration,
C: heat capacity per volume. For a thin film on oxide this is a ceiling;
the film-loss formula and a numerical heat equation give the reduced rise.
All internal quantities are in SI units.
"""
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.integrate import quad, solve_ivp, trapezoid
from scipy.optimize import brentq
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import splu
from scipy.special import erf, erfcx

# Pulse and metal
J = 5e11
rho = 200e-8
t_pulse = 1e-9
C = 2.5e6
T_start = 300.0
# Rough typical channel and surroundings
thickness, width, length = 5e-9, 100e-9, 300e-9
k_ox, C_ox = 1.4, 1.6e6
contact_G = 2e8
alpha, beta = 2e-4, 2e-4
t_edge = 0.2e-9

power = J**2 * rho
rise_ad = power * t_pulse / C
lorenz = np.pi**2 / 3 * (constants.k / constants.e)**2
k_metal = lorenz * T_start / rho
D_metal, D_ox = k_metal / C, k_ox / C_ox
effusivity = np.sqrt(k_ox * C_ox)

# Terminal description of the channel
current = J * width * thickness
resistance = rho * length / (width * thickness)
voltage = current * resistance
energy = current * voltage * t_pulse

# Shaped pulse: integrate terminal power, compare with effective duration
times = np.linspace(0, t_pulse + t_edge, 120001)
shape = np.clip(np.minimum(times, times[-1] - times) / t_edge, 0, 1)
shaped_energy = trapezoid((current * shape)**2 * resistance, times)
shaped_rise = shaped_energy / (C * width * thickness * length)
edge_formula = rise_ad * (1 - t_edge / (3 * t_pulse))
assert abs(shaped_rise / edge_formula - 1) < 1e-6


def integrated_rise(a, b):
    """Adiabatic rise with linear changes of resistivity and heat capacity."""
    sol = solve_ivp(lambda u, y: rise_ad * (1 + a * y) / (1 + b * y),
                    (0, 1), [0.0], rtol=1e-9, atol=1e-9)
    return sol.y[0, -1]


rise_rho_up = np.expm1(alpha * rise_ad) / alpha
rise_rho_down = np.expm1(-alpha * rise_ad) / (-alpha)
rise_C_up = (np.sqrt(1 + 2 * beta * rise_ad) - 1) / beta
assert abs(integrated_rise(alpha, 0) - rise_rho_up) < 1e-4
assert abs(integrated_rise(-alpha, 0) - rise_rho_down) < 1e-4
assert abs(integrated_rise(0, beta) - rise_C_up) < 1e-4


def retained(x):
    """Film rise divided by adiabatic rise; x = pulse time / loss time."""
    return (2 * np.sqrt(x / np.pi) - 1 + erfcx(np.sqrt(x))) / x


tau = (C * thickness / effusivity)**2
x_pulse = t_pulse / tau
rise_loss = rise_ad * retained(x_pulse)
x_small = 1e-3
series = 1 - 4 * np.sqrt(x_small) / (3 * np.sqrt(np.pi)) + x_small / 2
assert abs(retained(x_small) - series) < 2e-5
x_ten = brentq(lambda x: retained(x) - 0.9, 1e-4, 1)
thick_ten = effusivity * np.sqrt(t_pulse / x_ten) / C

dx = 2.5e-9


def heat_solver(film_cols, total_cols, faces, G, c_film=C, k_film=k_metal):
    """Backward-Euler heat flow; returns centre and mean film rise.

    Half the strip is modelled. With two oxide faces, half the film
    thickness feeds each face by symmetry.
    """
    dz = 0.5e-9 * 1.08**np.arange(48)
    d = thickness / faces
    film = np.arange(film_cols)
    ox = film_cols + np.arange(total_cols * dz.size).reshape(total_cols, -1)
    pairs = [
        (ox[:, :-1], ox[:, 1:], 2 * k_ox * dx / (dz[:-1] + dz[1:])),
        (ox[:-1], ox[1:], k_ox * dz / dx),
        (film, ox[:film_cols, 0], dx / (1 / G + dz[0] / (2 * k_ox))),
        (film[:-1], film[1:], k_film * d / dx),
    ]
    a = np.concatenate([p[0].ravel() for p in pairs])
    b = np.concatenate([p[1].ravel() for p in pairs])
    g = np.concatenate([np.broadcast_to(p[2], p[0].shape).ravel()
                        for p in pairs])
    size = film_cols + ox.size
    matrix = coo_matrix((np.concatenate([g, g, -g, -g]),
                         (np.concatenate([a, b, a, b]),
                          np.concatenate([a, b, b, a]))), shape=(size, size))
    capacity = np.concatenate([np.full(film_cols, c_film * d * dx),
                               np.tile(C_ox * dz * dx, total_cols)])
    heat = np.zeros(size)
    heat[:film_cols] = power * d * dx
    steps = 500
    rate = capacity * steps / t_pulse
    solver = splu((diags(rate) + matrix).tocsc())
    temp = np.zeros(size)
    for _ in range(steps):
        temp = solver.solve(rate * temp + heat)
    return temp[0], temp[:film_cols].mean()


# Wide film: numerical heat equation against closed form
wide_perfect = heat_solver(1, 1, 1, np.inf)[1]
assert abs(wide_perfect / rise_loss - 1) < 0.01


def contact_transform(s):
    admittance = 1 / (1 / contact_G + 1 / (effusivity * mp.sqrt(s)))
    return power * thickness / s / (C * thickness * s + admittance)


wide_contact = heat_solver(1, 1, 1, contact_G)[1]
contact_exact = float(mp.invertlaplace(contact_transform, t_pulse,
                                       method='talbot'))
assert abs(wide_contact / contact_exact - 1) < 0.01


def resolved_rise(d):
    """Mean film rise when diffusion inside the metal is also solved."""
    e_film = np.sqrt(k_metal * C)

    def transform(s):
        qd = mp.sqrt(s / D_metal) * d
        th = mp.tanh(qd)
        lost = effusivity * th / (qd * (e_film * th + effusivity))
        return power / (C * s**2) * (1 - lost)
    return float(mp.invertlaplace(transform, t_pulse, method='talbot'))


resolved_thin = resolved_rise(thickness)
resolved_thick = resolved_rise(thick_ten)
assert abs(resolved_thin / rise_loss - 1) < 0.05
assert 0.9 * rise_ad < resolved_thick < rise_ad

# Narrow strip: solver with negligible film capacity against integral solution
film_cols = int(round(width / 2 / dx))
total_cols = film_cols + 60
strip_numeric = heat_solver(film_cols, total_cols, 1, np.inf, 1.0, 0.0)[0]
strip_integral = quad(lambda u: erf(width / (4 * np.sqrt(D_ox) * u)),
                      0, np.sqrt(t_pulse), epsabs=0, epsrel=1e-8)[0]
strip_exact = (2 * power * thickness / k_ox * np.sqrt(D_ox / np.pi)
               * strip_integral)
assert abs(strip_numeric / strip_exact - 1) < 0.015

wide_covered = heat_solver(1, 1, 2, contact_G)[1]
strip_centre, strip_mean = heat_solver(film_cols, total_cols, 2, contact_G)
assert wide_perfect < wide_contact < rise_ad
assert strip_mean < strip_centre < wide_covered < wide_contact
assert abs(rise_ad - 200) < 1e-6

print(f"Current density: {J:.2e} A/m2")
print(f"Resistivity: {rho * 1e8:.0f} microohm cm")
print(f"Pulse duration: {t_pulse * 1e9:.1f} ns")
print(f"Metal heat capacity: {C:.2e} J/(m3 K)")
print(f"Channel thickness: {thickness * 1e9:.1f} nm")
print(f"Channel width: {width * 1e9:.0f} nm")
print(f"Channel length: {length * 1e9:.0f} nm")
print(f"Electric field: {rho * J:.2e} V/m")
print(f"Power density: {power:.2e} W/m3")
print(f"Energy density: {power * t_pulse:.2e} J/m3")
print(f"Current: {current * 1e3:.3f} mA")
print(f"Resistance: {resistance:.0f} ohm")
print(f"Voltage: {voltage:.3f} V")
print(f"Pulse energy: {energy * 1e15:.1f} fJ")
print(f"Adiabatic rise: {rise_ad:.1f} K")
print(f"Starting temperature: {T_start:.0f} K")
print(f"Adiabatic final temperature: {T_start + rise_ad:.0f} K")
print(f"Linear edge duration: {t_edge * 1e9:.1f} ns")
print(f"Adiabatic rise with shaped pulse: {shaped_rise:.1f} K")
print(f"Size of resistivity coefficient: {alpha:.1e} 1/K")
print(f"Adiabatic rise, resistivity increasing: {rise_rho_up:.1f} K")
print(f"Adiabatic rise, resistivity decreasing: {rise_rho_down:.1f} K")
print(f"Heat-capacity coefficient: {beta:.1e} 1/K")
print(f"Adiabatic rise, heat capacity increasing: {rise_C_up:.1f} K")
print(f"Oxide thermal conductivity: {k_ox:.1f} W/(m K)")
print(f"Oxide heat capacity: {C_ox:.2e} J/(m3 K)")
print(f"Oxide effusivity: {effusivity:.0f} J/(m2 K s^0.5)")
print(f"Film loss time tau: {tau * 1e12:.1f} ps")
print(f"Pulse time / tau: {x_pulse:.2f} (dimensionless)")
print(f"Retained fraction: {retained(x_pulse):.3f} (dimensionless)")
print(f"Rise, oxide below, closed form: {rise_loss:.1f} K")
print(f"Rise, oxide below, heat equation: {wide_perfect:.1f} K")
print(f"Rise, diffusion in film resolved: {resolved_thin:.1f} K")
print(f"Thickness for 10% loss, uniform film: {thick_ten * 1e9:.0f} nm")
print(f"Rise at that thickness, resolved: {resolved_thick:.1f} K")
print(f"Contact conductance: {contact_G / 1e6:.0f} MW/(m2 K)")
print(f"Rise, oxide below with contact: {wide_contact:.1f} K")
print(f"Same by Laplace inversion: {contact_exact:.1f} K")
print(f"Rise, oxide on both faces with contacts: {wide_covered:.1f} K")
print(f"Covered narrow strip, centre rise: {strip_centre:.1f} K")
print(f"Covered narrow strip, mean rise: {strip_mean:.1f} K")
print(f"Strip test, heat equation: {strip_numeric:.1f} K")
print(f"Strip test, integral solution: {strip_exact:.1f} K")
print(f"Metal thermal conductivity estimate: {k_metal:.2f} W/(m K)")
print(f"Diffusion length in metal: {np.sqrt(D_metal*t_pulse)*1e9:.1f} nm")
print(f"Diffusion length in oxide: {np.sqrt(D_ox*t_pulse)*1e9:.1f} nm")
print("PASS")
```

It prints:

```
Current density: 5.00e+11 A/m2
Resistivity: 200 microohm cm
Pulse duration: 1.0 ns
Metal heat capacity: 2.50e+06 J/(m3 K)
Channel thickness: 5.0 nm
Channel width: 100 nm
Channel length: 300 nm
Electric field: 1.00e+06 V/m
Power density: 5.00e+17 W/m3
Energy density: 5.00e+08 J/m3
Current: 0.250 mA
Resistance: 1200 ohm
Voltage: 0.300 V
Pulse energy: 75.0 fJ
Adiabatic rise: 200.0 K
Starting temperature: 300 K
Adiabatic final temperature: 500 K
Linear edge duration: 0.2 ns
Adiabatic rise with shaped pulse: 186.7 K
Size of resistivity coefficient: 2.0e-04 1/K
Adiabatic rise, resistivity increasing: 204.1 K
Adiabatic rise, resistivity decreasing: 196.1 K
Heat-capacity coefficient: 2.0e-04 1/K
Adiabatic rise, heat capacity increasing: 196.2 K
Oxide thermal conductivity: 1.4 W/(m K)
Oxide heat capacity: 1.60e+06 J/(m3 K)
Oxide effusivity: 1497 J/(m2 K s^0.5)
Film loss time tau: 69.8 ps
Pulse time / tau: 14.34 (dimensionless)
Retained fraction: 0.238 (dimensionless)
Rise, oxide below, closed form: 47.7 K
Rise, oxide below, heat equation: 47.7 K
Rise, diffusion in film resolved: 48.5 K
Thickness for 10% loss, uniform film: 130 nm
Rise at that thickness, resolved: 185.3 K
Contact conductance: 200 MW/(m2 K)
Rise, oxide below with contact: 56.5 K
Same by Laplace inversion: 56.5 K
Rise, oxide on both faces with contacts: 31.9 K
Covered narrow strip, centre rise: 30.2 K
Covered narrow strip, mean rise: 28.1 K
Strip test, heat equation: 56.1 K
Strip test, integral solution: 56.1 K
Metal thermal conductivity estimate: 3.66 W/(m K)
Diffusion length in metal: 38.3 nm
Diffusion length in oxide: 29.6 nm
PASS
```
